\section*{Thomas-Fermi Screening by Electrons in Two Silicon Valleys}

\section*{Problem}

Electrons are held at a (001) silicon surface, between silicon of relative permittivity $\varepsilon_1=11.7$ and a thick insulator with $\varepsilon_2=3.9$. The mean is $\kappa=(\varepsilon_1+\varepsilon_2)/2=7.8$. Assume that only the lowest subband is occupied, at every temperature considered. It belongs to the two equivalent valleys whose long axes are normal to the surface; their heavy mass in that direction gives them the lowest confinement energy. Motion in the plane has the isotropic mass $m=0.19\,m_0$, where $m_0$ is the free-electron mass. Treat the layer as an ideally thin sheet at $z=0$.

\begin{enumerate}
\item Calculate the Thomas-Fermi screening wave vector $q_{\rm TF}$ at zero temperature.
\item For a density $n=5\times10^{12}\,\mathrm{cm^{-2}}=0.05\,\mathrm{nm^{-2}}$, find how screening changes the probability of backscattering by a weak charged defect at zero temperature.
\item For the same density, find the long-wavelength screening wave vector at 77 K and 300 K.
\end{enumerate}

SI formulas are used, with $e>0$, so an electron in the electrostatic potential $\phi$ has potential energy $-e\phi$.

\section*{A tempting solution}

The two valleys are equivalent, so it seems enough to treat one of them. With two spin states, its density of states per area and energy is $m/(\pi\hbar^2)$. A sheet with density of states $D$ has $q_{\rm TF}=e^2D/(2\varepsilon_0\kappa)$. With the Bohr radius $a_B=4\pi\varepsilon_0\hbar^2/(m_0e^2)=0.052918$ nm this gives
\begin{equation}
q=\frac{e^2}{2\varepsilon_0\kappa}\,\frac{m}{\pi\hbar^2}
=\frac{2(m/m_0)}{\kappa a_B}
=\frac{2\times0.19}{7.80\times0.052918\ \mathrm{nm}}
=0.92\ \mathrm{nm^{-1}}.
\end{equation}

\section*{Where it fails}

The relation between $q_{\rm TF}$ and $D$ is sound, as shown below. The fault is in $D$. Symmetry says that the two valleys respond equally; it does not say that one response is the whole response. A smooth electrostatic potential shifts the band edge of both valleys by the same $-e\phi$, and both are filled to the same electrochemical potential. Each therefore gains the same extra density, and the two charges add in Poisson's equation. The density of states must include both valleys.

\section*{Solution}

\subsection*{The potential of a charge wave}

Let the plane carry a surface charge $\sigma_q e^{i\mathbf q\cdot\mathbf r}$, where $\mathbf r$ and $\mathbf q$ lie in the plane. Away from $z=0$ there is no charge, so $\phi=f(z)e^{i\mathbf q\cdot\mathbf r}$ obeys $f''=q^2f$. The potential is continuous at the plane and vanishes far away, hence $f=Ae^{-q|z|}$. The normal field is $-f'$, which equals $+qA$ just above the plane and $-qA$ just below it. The jump of the normal displacement equals the surface charge:
\begin{equation}
\varepsilon_0\varepsilon_2\,qA-\varepsilon_0\varepsilon_1(-qA)=\sigma_q
\quad\Longrightarrow\quad
A=\frac{\sigma_q}{\varepsilon_0(\varepsilon_1+\varepsilon_2)q}
=\frac{\sigma_q}{2\varepsilon_0\kappa q}.
\label{wave}
\end{equation}
The mean permittivity appears because field lines leave the sheet on both sides. Putting silicon's 11.7 in place of $\kappa$ would ignore the insulator and lower the final $q_{\rm TF}$ to $1.23\ \mathrm{nm^{-1}}$.

\subsection*{The density of states}

In a periodic box of area $S$ there is one allowed $\mathbf k$ per area $(2\pi)^2/S$ of the $\mathbf k$ plane. Each carries $g=g_sg_v=2\times2=4$ states, from spin and valley. The number of states per area with energy below $E=\hbar^2k^2/(2m)$, measured from the subband bottom, is
\begin{equation}
N(E)=g\,\frac{\pi k^2}{(2\pi)^2}=\frac{gk^2}{4\pi}=\frac{gmE}{2\pi\hbar^2},
\qquad
D=\frac{dN}{dE}=\frac{gm}{2\pi\hbar^2}.
\label{dos}
\end{equation}
With $\hbar^2/m_0=0.076200\ \mathrm{eV\,nm^2}$,
\begin{equation}
D=\frac{4\times0.19}{2\pi\times0.076200\ \mathrm{eV\,nm^2}}
=1.587\ \mathrm{eV^{-1}\,nm^{-2}}.
\end{equation}

\subsection*{The response and its own potential}

In equilibrium the electrochemical potential is uniform. It is the sum of the local Fermi energy, counted from the local band bottom, and the potential energy $-e\phi$. Where $\phi$ is positive, the local Fermi energy is therefore higher by $e\phi$. For a slowly varying and weak potential the density rises by
\begin{equation}
\delta n=D\,e\phi .
\label{response}
\end{equation}
Here $\phi$ is the total potential, which includes the field of the displaced electrons. Their charge $-e\,\delta n=-e^2D\phi$ makes a potential according to (\ref{wave}). Adding it to the external potential gives
\begin{equation}
\phi=\phi_{\rm ext}-\frac{e^2D}{2\varepsilon_0\kappa q}\,\phi
\quad\Longrightarrow\quad
\phi\left(1+\frac{q_{\rm TF}}{q}\right)=\phi_{\rm ext},
\qquad
q_{\rm TF}=\frac{e^2D}{2\varepsilon_0\kappa}.
\label{self}
\end{equation}
Multiplying by $q$ and dividing by $q+q_{\rm TF}$,
\begin{equation}
\phi=\frac{q}{q+q_{\rm TF}}\,\phi_{\rm ext}.
\label{screened}
\end{equation}
This factor does not depend on where the external charge sits, since only the induced charge was assumed to lie in the plane.

\subsection*{The number}

Inserting (\ref{dos}) into (\ref{self}) and using the definition of $a_B$,
\begin{equation}
q_{\rm TF}=\frac{e^2}{2\varepsilon_0\kappa}\,\frac{gm}{2\pi\hbar^2}
=\frac{g}{\kappa}\,\frac{m}{m_0}\,\frac{m_0e^2}{4\pi\varepsilon_0\hbar^2}
=\frac{g(m/m_0)}{\kappa a_B},
\label{qtf}
\end{equation}
\begin{equation}
q_{\rm TF}=\frac{4\times0.19}{7.80\times0.052918\ \mathrm{nm}}
=1.84\ \mathrm{nm^{-1}}=1.84\times10^{7}\ \mathrm{cm^{-1}}.
\end{equation}
This answers the first question. The electron density has dropped out because $D$ does not depend on energy: a fuller band has no more states at its Fermi level.

A numerical test solves Poisson's equation on a grid across the two dielectrics, with a responding sheet whose density of states comes from counting the states in a large box. It yields $1.8409\ \mathrm{nm^{-1}}$ at both wave vectors tried, against $1.8413\ \mathrm{nm^{-1}}$ from (\ref{qtf}). The counted $D$ is lower than the formula by about the same fraction.

\subsection*{Two limits of the screened potential}

For $q\ll q_{\rm TF}$, and an external charge wave $\sigma_q$ in the plane, (\ref{screened}) becomes
\begin{equation}
\phi\simeq\frac{q}{q_{\rm TF}}\,\frac{\sigma_q}{2\varepsilon_0\kappa q}
=\frac{\sigma_q}{2\varepsilon_0\kappa}\,\frac{2\varepsilon_0\kappa}{e^2D}
=\frac{\sigma_q}{e^2D}.
\end{equation}
The permittivity has cancelled. The induced charge $-e^2D\phi$ is then $-\sigma_q$: the electrons neutralize the external charge, and $\phi$ is the potential needed to draw them in. In this limit, omitting one valley doubles the potential and makes a scattering probability proportional to $\phi^2$ four times too large.

In the opposite limit, $q\gg q_{\rm TF}$, the factor tends to one and screening is ineffective. There, however, the slow-variation assumption behind (\ref{response}) needs examination, which the next step supplies.

\section*{Is the slow-variation assumption good enough?}

Scattering by a defect involves wave vectors comparable with the Fermi wave vector $k_F$, so (\ref{response}) has to be checked at finite $q$. Take a weak potential energy $U(\mathbf r)=2u\cos(\mathbf q\cdot\mathbf r)$ with real $u$, acting on free electrons at zero temperature. To first order, the plane wave $\mathbf k$ acquires admixtures of $\mathbf k\pm\mathbf q$:
\begin{equation}
\psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt S}
\left[1+\frac{u\,e^{i\mathbf q\cdot\mathbf r}}{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}
+\frac{u\,e^{-i\mathbf q\cdot\mathbf r}}{E_{\mathbf k}-E_{\mathbf k-\mathbf q}}\right].
\end{equation}
The first-order part of $S|\psi_{\mathbf k}|^2$ is $2u\cos(\mathbf q\cdot\mathbf r)$ times the sum of the two inverse energy differences. In the sum over the Fermi disc both terms contribute equally, as replacing $\mathbf k$ by $-\mathbf k$ shows. Therefore $\delta n=-\Pi(q)\,U$, with
\begin{equation}
\Pi(q)=2g\;\mathrm P\!\!\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,
\frac{1}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}.
\end{equation}
The principal value P is needed because the denominator can vanish. The states $\mathbf k$ and $-(\mathbf k+\mathbf q)$ have opposite denominators, so when both are occupied their contributions cancel, and P preserves this cancellation at the pole. Since $U=-e\phi$, we have $\delta n=\Pi(q)e\phi$, and $\Pi$ takes the place of $D$.

Let $\theta$ be the angle between $\mathbf k$ and $\mathbf q$. Then $E_{\mathbf k+\mathbf q}-E_{\mathbf k}=(\hbar^2/2m)(a+b\cos\theta)$ with $a=q^2$ and $b=2kq$. The substitution $t=\tan(\theta/2)$ gives
\begin{equation}
\mathrm P\!\!\int_0^{2\pi}\frac{d\theta}{a+b\cos\theta}
=4\,\mathrm P\!\!\int_0^\infty\frac{dt}{(a+b)+(a-b)t^2}.
\end{equation}
For $a>b$, that is $k<q/2$, this is an arctangent integral with the value $2\pi/\sqrt{a^2-b^2}=2\pi/(q\sqrt{q^2-4k^2})$. For $a<b$ it is proportional to
\begin{equation}
\mathrm P\!\!\int_0^\infty\frac{dt}{c^2-t^2}
=\left[\frac1{2c}\ln\left|\frac{c+t}{c-t}\right|\right]_0^\infty=0,
\qquad c^2=\frac{b+a}{b-a}.
\end{equation}
The logarithm vanishes at both ends, and its large values on the two sides of $t=c$ cancel. Hence only $k<q/2$ contributes. With $k_1$ the smaller of $k_F$ and $q/2$,
\begin{align}
\Pi(q)&=\frac{2g}{4\pi^2}\,\frac{2m}{\hbar^2}\,\frac{2\pi}{q}
\int_0^{k_1}\frac{k\,dk}{\sqrt{q^2-4k^2}}
=\frac{2gm}{\pi\hbar^2q}\,\frac{q-\sqrt{q^2-4k_1^2}}{4}\nonumber\\
&=D\left[1-\sqrt{1-\frac{4k_1^2}{q^2}}\,\right].
\end{align}
For $q\le2k_F$ we have $k_1=q/2$, the root vanishes, and $\Pi=D$. Within this model the Thomas-Fermi response thus holds up to $2k_F$, not merely for $q\to0$. Beyond $2k_F$ it falls; at $q=4k_F$ it is $0.134\,D$. A numerical integration in Cartesian coordinates agrees on both sides of $2k_F$.

\section*{Backscattering at the given density}

Filling the Fermi disc gives $n=gk_F^2/(4\pi)$, so
\begin{equation}
k_F=\sqrt{\frac{4\pi n}{g}}=\sqrt{\pi\times0.05\ \mathrm{nm^{-2}}}=0.396\ \mathrm{nm^{-1}}.
\end{equation}
An elastic collision through the angle $\vartheta$ within a valley changes the wave vector by $q=2k_F\sin(\vartheta/2)\le2k_F$. All such collisions lie in the range where $\Pi=D$. For backscattering, $q=2k_F=0.793\ \mathrm{nm^{-1}}$ and
\begin{equation}
\frac{q}{q+q_{\rm TF}}=\frac{0.793}{0.793+1.841}=0.301.
\end{equation}
For a weak defect the probability is proportional to the squared matrix element of the potential (first Born approximation). In the ideally thin sheet, screening multiplies it by $0.301^2=0.091$, leaving about 9\% of the unscreened value. The factor $q/(q+q_{\rm TF})$ increases with $q$, so smaller-angle collisions are suppressed more strongly.

\section*{Finite temperature}

At temperature $T$ the density and the chemical potential $\mu$, measured from the subband bottom, are related by
\begin{equation}
n=D\int_0^\infty\frac{dE}{e^{(E-\mu)/k_BT}+1}
=Dk_BT\ln\!\left(1+e^{\mu/k_BT}\right).
\label{nT}
\end{equation}
A slow potential now changes the density by $(\partial n/\partial\mu)e\phi$. Define $E_F=n/D$, the Fermi energy at zero temperature. Equation (\ref{nT}) then says $1+e^{\mu/k_BT}=e^{E_F/k_BT}$, and
\begin{equation}
\frac{\partial n}{\partial\mu}
=D\,\frac{e^{\mu/k_BT}}{1+e^{\mu/k_BT}}
=D\,\frac{e^{E_F/k_BT}-1}{e^{E_F/k_BT}}
=D\left(1-e^{-E_F/k_BT}\right).
\end{equation}
The long-wavelength screening wave vector is therefore
\begin{equation}
q_s(T)=q_{\rm TF}\left(1-e^{-E_F/k_BT}\right).
\end{equation}
Here $E_F=0.05/1.587\ \mathrm{eV}=31.5$ meV. With $k_BT=6.635$ meV at 77 K and $25.85$ meV at 300 K,
\begin{align}
q_s(77\ \mathrm K)&=1.841\times0.991\ \mathrm{nm^{-1}}=1.83\ \mathrm{nm^{-1}},\\
q_s(300\ \mathrm K)&=1.841\times0.704\ \mathrm{nm^{-1}}=1.30\ \mathrm{nm^{-1}}.
\end{align}
At 77 K the gas is still nearly degenerate. At 300 K the thermal energy is comparable with $E_F$, and within the one-subband model the zero-temperature value is no longer a good substitute.

When $k_BT\gg E_F$, expanding the exponential gives
\begin{equation}
q_s\simeq q_{\rm TF}\frac{E_F}{k_BT}
=\frac{e^2D}{2\varepsilon_0\kappa}\,\frac{n}{Dk_BT}
=\frac{e^2n}{2\varepsilon_0\kappa k_BT}.
\end{equation}
Mass and valley number have cancelled. In a dilute, warm gas the states are sparsely filled, and the response is set by the number of electrons instead of the number of states. The valley factor that spoiled the first solution matters when the gas is degenerate.

\section*{How far the number can be trusted}

The derivation gives each electron the average electrostatic field of the others and leaves out exchange and correlation. To judge this, compare the Coulomb energy of two electrons at the distance $r_0=1/\sqrt{\pi n}$ with $E_F$. Let $a^*=\kappa a_Bm_0/m=2.17$ nm be the effective Bohr radius and $r_s=r_0/a^*=1.16$. The Coulomb energy is $e^2/(4\pi\varepsilon_0\kappa r_0)=\hbar^2/(ma^*r_0)$. Since $k_F^2=4\pi n/g=4/(gr_0^2)$, the Fermi energy is $E_F=2\hbar^2/(gmr_0^2)$. Their ratio is
\begin{equation}
\frac{\hbar^2}{ma^*r_0}\,\frac{gmr_0^2}{2\hbar^2}
=\frac{g}{2}\,r_s=2r_s\approx2.3 .
\end{equation}
This is not small, so no small parameter guarantees the mean-field result at this density. Exchange alone shows the size of what is left out: to first order it multiplies $\partial\mu/\partial n$ of the thin sheet by $1-2r_s/\pi=0.26$, which would raise the long-wavelength screening wave vector of the electrostatic potential to about $7\ \mathrm{nm^{-1}}$. The finite thickness of a real layer softens exchange and brings this to roughly $3\ \mathrm{nm^{-1}}$, before correlation is included. At zero temperature the ratio grows as $n^{-1/2}$, so the approximation becomes less secure as the layer is depleted. In a dilute, warm gas $k_BT$ replaces $E_F$ as the scale of the kinetic energy; the ratio $e^2/(4\pi\varepsilon_0\kappa r_0k_BT)$ is then proportional to $n^{1/2}$ and falls on depletion.

Three further conditions enter. The potential must be weak, since the response was calculated to first order in it. At zero temperature a slow potential keeps the density change linear until it locally empties the layer, at $e\phi=-E_F$, because $D$ is constant; at wave vectors comparable with $k_F$ the stricter condition $e|\phi|\ll E_F$ is needed, and at $q=2k_F$ linearity is approached slowly: an amplitude of $0.05\,E_F$ already lowers the response by about 6\%. An elementary charge in the plane is not weak in this sense, nor in the sense of the Born approximation, which needs $\eta=1/(k_Fa^*)\ll1$, whereas here $\eta=1.16$. The exact unscreened cross-section is then the Born value times $\tanh(\pi\eta)/(\pi\eta)=0.27$. Exact scattering by the linearly screened potential leaves about 12\% of it in the backward direction for a repulsive charge and about 70\% for an attractive one. The 9\% applies only to potentials much weaker than this, such as that of a charge set well back from the sheet. The layer must be thin compared with $1/q$; otherwise the electrons are spread over different depths and their mutual interaction is weaker than (\ref{wave}) assumes. For backscattering this condition is not met in a real layer: at $q=2k_F$ the length $1/q$ is only 1.3 nm, while at low temperature the electrons lie on average some 1.5 to 2 nm deep in the silicon, depending on the depletion charge behind them. The 9\% found above therefore belongs to the ideal sheet; in a real layer screening is weaker and roughly a quarter of the unscreened value remains in the same approximation. Finally, other subbands and valleys must stay empty. In a real layer at this density they begin roughly 30 to 70 meV above the lowest subband, depending on the depletion charge and the temperature. The lower end of this range is close to $E_F$, so with little depletion charge they can begin to fill even at low temperature. At 77 K they hold from about one to some 15 percent of the electrons for depletion charges from $10^{12}$ down to $10^{11}\,\mathrm{cm^{-2}}$. At 300 K they hold some 30 to 50 percent and take part in the screening. Because these electrons lie deeper in the silicon, the screening felt in the lowest subband then also depends on where the external charge sits. The value $1.30\ \mathrm{nm^{-1}}$ therefore belongs to the one-subband model and should not be carried over to a real layer. The value $1.84\ \mathrm{nm^{-1}}$ is likewise a property of the model; for a real layer in which only the lowest subband is occupied, it is the low-temperature long-wavelength screening wave vector without exchange and correlation, and these can change the screening of the electrostatic potential by tens of percent or more. The numerical output gives the values to more digits for checking the arithmetic.

\section*{Computed values}
\begin{verbatim}
in-plane mass: 0.19 m0
permittivities of half-spaces: 11.7, 3.9
mean permittivity: 7.80
spin x valley degeneracy: 4
Bohr radius: 0.052918 nm
hbar^2/m0: 0.076200 eV nm^2
e/eps0: 18.0951 V nm
density of states, formula: 1.5874 per eV per nm^2
density of states, counted: 1.5871 per eV per nm^2
q_TF, formula: 1.8413 per nm
q_TF, formula: 1.841e+07 per cm
q_TF, grid at q=0.3 per nm: 1.8409 per nm
q_TF, grid at q=0.6 per nm: 1.8409 per nm
1/q_TF: 0.5431 nm
slip, valley factor omitted: 0.9206 per nm
slip, 11.7 used for mean: 1.2275 per nm
electron density: 0.050 per nm^2
electron density: 5.0e+12 per cm^2
Fermi wave vector k_F: 0.3963 per nm
2 k_F: 0.7927 per nm
Fermi energy: 31.50 meV
effective Bohr radius: 2.1724 nm
r_s: 1.161 (dimensionless)
screening factor at q=2k_F: 0.3009
its square: 0.0906
integrated response/D at q=0.5 k_F: 1.00000
integrated response/D at q=1.0 k_F: 1.00000
integrated response/D at q=1.7 k_F: 1.00000
integrated response/D at q=2.5 k_F: 0.40000
integrated response/D at q=4.0 k_F: 0.13397
k_B T at 77 K: 6.635 meV
thermal factor at 77 K: 0.9913
screening wave vector at 77 K: 1.8253 per nm
k_B T at 300 K: 25.852 meV
thermal factor at 300 K: 0.7043
screening wave vector at 300 K: 1.2968 per nm
\end{verbatim}
